Fock Renormalization of Width and Gap in a Half-Filled SSH Chain

**Problem**

A chain with two sites, A and B, per cell carries one electron per site on average. Its Hamiltonian is

H = −Σ_jσ t_j (c†_jσ c_j+1,σ + h.c.) + V Σ_j (n_j − 1)(n_j+1 − 1),

where n_j counts both spins. The hopping t_j alternates between t1 inside a cell and t2 between cells, with t1 > t2 > 0 and 0 < V < 2t2. Energies are measured in the mean bare hopping t0 = (t1 + t2)/2, the natural unit of a lattice model.

Use Hartree-Fock theory with uniform density, equal spins and real bond orders p_i = ⟨c†_jσ c_j+1,σ⟩ (i = 1, 2 for the two kinds of bond).

(a) Find the effective hoppings, the full width W from the bottom of the lower band to the top of the upper band, and the gap Δ.

(b) Reduce self-consistency to one equation for r = t2'/t1', and show that it has one root in 0 < r < 1. Which grows by the larger factor, W or Δ?

(c) Solve for t1 = 1.2, t2 = 0.8, V = 0.5. How does the gap factor depend on the bare dimerization?

(d) Up to what V is the uniform density stable against a staggered charge wave? What does Hartree-Fock leave out of the gap?

**Solution**

**(a) Effective hoppings and bands**

In a Slater determinant, Wick's theorem gives for neighbouring sites i and j

⟨n_i n_j⟩ = ⟨n_i⟩⟨n_j⟩ − Σ_σ |⟨c†_iσ c_jσ⟩|².

The minus sign comes from exchange, which acts between equal spins. For ⟨n_i⟩ = 1 the direct part of ⟨(n_i − 1)(n_j − 1)⟩ vanishes, and the two spins leave −2p². The kinetic energy of a bond is −4tp: two spins, and two equal terms from the hopping and its conjugate. The energy per cell is therefore

E = −4(t1 p1 + t2 p2) − 2V(p1² + p2²).

Its variation with the bond orders is

dE = −4[(t1 + V p1) dp1 + (t2 + V p2) dp2].

This is the variation of a pure hopping energy with

t1' = t1 + V p1, t2' = t2 + V p2.

A density variation adds nothing, because the Hartree potential VΣ(⟨n⟩ − 1) is zero.

In Bloch states the effective Hamiltonian has zero diagonal and off-diagonal element of modulus |h|, so the bands are ±|h| with

|h|² = t1'² + t2'² + 2 t1' t2' cos k.

The largest |h| is t1' + t2' at k = 0, and the smallest is t1' − t2' at k = π if t1' > t2'. Hence

W = 2(t1' + t2') = W0 + 2V(p1 + p2),
Δ = 2(t1' − t2') = Δ0 + 2V(p1 − p2),

where W0 and Δ0 are the bare values. Each single band has width 2t2'.

Let ⟨…⟩ now denote the average over k, and e = ⟨|h|⟩. The filled lower band has energy −e per cell and spin. The derivative of this energy with respect to t_i' is the expectation value −2p_i, so p_i = ½ ∂e/∂t_i':

p1 = ½⟨(t1' + t2' cos k)/|h|⟩,
p2 = ½⟨(t2' + t1' cos k)/|h|⟩.

Set s = t1' + t2', d = t1' − t2', δ = d/s. Since 1 + cos k = 2cos²(k/2) and 1 − cos k = 2sin²(k/2),

|h|² = s² cos²(k/2) + d² sin²(k/2),
p1 + p2 = ⟨s cos²(k/2)/|h|⟩,
p1 − p2 = ⟨d sin²(k/2)/|h|⟩.

Both averages are positive for d > 0, so V raises both W and Δ.

With φ = k/2 and m = 1 − δ², |h| = s√(1 − m sin²φ), and the k-average becomes (2/π)∫dφ from 0 to π/2. Let K and E_m be the complete elliptic integrals of the first and second kind with parameter m. The identity

sin²φ/√(1 − m sin²φ) = (1/m)[1/√(1 − m sin²φ) − √(1 − m sin²φ)]

integrates to (K − E_m)/m. The cosine integral is K minus this. Thus

p1 + p2 = (2/π)(E_m − δ²K)/m,
p1 − p2 = (2/π)δ(K − E_m)/m.

**(b) One equation, one root**

The bond orders depend only on r, since a common factor in t1' and t2' cancels. The condition t2' = r t1' reads t2 + V p2 = r(t1 + V p1), or

t2 − r t1 = V q(r), q(r) = r p1 − p2.

To find the shape of q, put t1' = 1 and t2' = r in the averages:

q = ½⟨(r + r² cos k − r − cos k)/|h|⟩ = −½(1 − r²)⟨cos k/|h|⟩.

Here 1/|h| = (1 + re^(ik))^(−1/2) (1 + re^(−ik))^(−1/2). Each factor has the expansion Σ b_n (−r)^n e^(±ink), with b_0 = 1 and b_n+1/b_n = (2n+1)/(2n+2). In the average with cos k, products whose powers differ by one survive. They carry an odd power of −r, which gives the minus sign in

⟨cos k/|h|⟩ = −Σ c_n r^(2n+1), c_n = b_n b_n+1.

Therefore

q = ½(1 − r²) Σ_n≥0 c_n r^(2n+1)
  = ½[c_0 r − Σ_n≥1 (c_n−1 − c_n) r^(2n+1)], c_0 = ½.

The first line shows q > 0. Because the b_n decrease, so do the c_n, and every term after the first in the second line is negative. Hence q is concave and q < r/4. Near r = 1 the sum grows only logarithmically, so the factor 1 − r² takes q to zero.

The function G(r) = t2 − r t1 − V q(r) is then convex, with G(0) = t2 > 0 and G(1) = t2 − t1 < 0. It has a first zero z. At any later point, convexity places G below the straight line from G(z) = 0 to G(1) < 0, so there is no second zero.

At the root, V q > 0 requires r < t2/t1. The relative dimerization δ = (1 − r)/(1 + r) thus exceeds its bare value δ0. As Δ/W = δ,

(Δ/Δ0)/(W/W0) = δ/δ0 > 1,

and the gap grows by the larger factor.

Other real solutions must be considered. With r' = t1'/t2' < 1, a reversed dimerization would need t1 − r' t2 = V q(r'). The left side exceeds t1 − t2 and the right side is below V/4, so none exists if t1 − t2 ≥ V/4. A change of sign of a hopping is excluded by |p_i| ≤ ½ and V < 2t2.

**(c) Numerical solution**

Start with the bare hoppings, compute p1 and p2, update the hoppings, and repeat:

step: t1', t2'; p1, p2; gap
0: 1.2000, 0.8000; 0.4387, 0.1780; 0.8000
1: 1.4193, 0.8890; 0.4466, 0.1657; 1.0607
2: 1.4233, 0.8829; 0.4477, 0.1639; 1.0809
4: 1.4239, 0.8818; 0.4479, 0.1636; 1.0843

The first update is 1.2 + 0.5 × 0.4387 = 1.4193 and 0.8 + 0.5 × 0.1780 = 0.8890. It already supplies 0.2607 of the final gap increase of 0.2843. Later steps strengthen the strong bond and weaken the weak one, which adds the rest.

The speed follows from the matrix (V/2) ∂²e/∂t_i'∂t_j', which carries a small error in the hoppings to the next step. Differentiating |h| twice gives

∂²|h|/∂t1'² = t2'² sin²k/|h|³, ∂²|h|/∂t2'² = t1'² sin²k/|h|³.

Scaling both hoppings leaves p_i unchanged, so one eigenvalue is zero. The other equals the trace,

λ = (V/2)(t1'² + t2'²)⟨sin²k/|h|³⟩ = 0.145.

Each step reduces the error about sevenfold near the solution.

The converged root is r = 0.61925, against a bare ratio of 0.66667. It satisfies the scalar equation:

t2 − r t1 = 0.8 − 0.61925 × 1.2 = 0.0569,
V q = 0.5 × (0.61925 × 0.44792 − 0.16358) = 0.0569.

With p1 + p2 = 0.6115 and p1 − p2 = 0.2843,

W = 4 + 2 × 0.5 × 0.6115 = 4.61 t0, a factor 1.15,
Δ = 0.8 + 2 × 0.5 × 0.2843 = 1.08 t0, a factor 1.36.

The single-band width is 2t2' = 1.76 t0, a factor 1.10.

For weak dimerization, δ → 0, one has E_m → 1 and K ≈ ln(4/δ), so

p1 + p2 → 2/π, p1 − p2 ≈ (2/π)δL, L = ln(4/δ) − 1.

Inserting this in d = d0 + V(p1 − p2), where d0 = t1 − t2 and δ = d/s, gives

Δ/Δ0 = d/d0 ≈ 1/[1 − 2VL/(πs)].

The logarithm comes from states near k = π, where |h| is small. It makes the gap factor rise as the bare dimerization falls, while the width factor hardly moves. At V = 0.25 and t1 + t2 = 2:

t1 − t2: width factor, gap factor
0.4: 1.0768, 1.1705
0.2: 1.0785, 1.2347
0.1: 1.0792, 1.3085

**(d) Limits of the result**

Let the densities be 1 + η on A and 1 − η on B. Each A site has two B neighbours, so its Hartree potential is u = −2Vη, and that of B is −u. The bands become ±√(|h|² + u²). Summed over both spins, the lower band responds with

η_new = −⟨u/√(|h|² + u²)⟩ ≈ −uJ = 2VJη, J = ⟨1/|h|⟩ = 2K/(πs).

The bond orders acquire a factor |h|/√(|h|² + u²) inside their averages, which changes them only at order u². They do not affect this linear response. The charge wave dies out if

2VJ < 1.

At V = 0.5, J = 0.790/t0 and 2VJ = 0.790, so the solution is stable against this wave. With t1 and t2 fixed, the threshold is V_c = 0.674 t0. Beyond it the uniform solution still exists but is unstable. An unrestricted 80-site ring returns to uniform density at 0.9 V_c, while at 1.1 V_c it develops a charge amplitude of 0.31 electrons. At V = 0.5 the same ring, started from a strong charge wave or from random disturbances, recovers the solution of part (c).

The criterion also limits the weak-dimerization formula. If its denominator vanished, 2VL/(πs) would be 1. Then 2VJ ≈ (4V/(πs)) ln(4/δ) would exceed 2, so the uniform state would already be unstable.

The Hartree-Fock gap is the energy to add one electron plus the energy to remove one, with all orbitals frozen. The determinant's energy is quadratic in its density matrix. Adding an orbital changes it by the orbital energy plus a self-term, in which direct and exchange parts cancel. Removal works likewise, and the sum is the difference of the two band-edge energies, Δ.

Orbital relaxation and correlation are missing. To first order in V they do not enter: for nondegenerate states, first-order perturbation theory takes the expectation value of the interaction in the bare determinants. The states with one electron added or removed are spin doublets, but the interaction conserves S_z and the band-edge orbital at k = π is single for each spin, so each state is nondegenerate within its own S_z sector. This gives the Fock shift with bare bond orders.

A six-site ring with antiperiodic boundary conditions, which includes k = π, shows the omission on a small system for the same t1, t2 and V. Its gap is 0.80 t0 without V, 1.18 t0 in Hartree-Fock and 1.27 t0 by exact diagonalization of the model. Hartree-Fock thus gives 0.38 of the 0.47 t0 increase. The initial slopes dΔ/dV agree at 0.743. These values belong to the small ring. The difference between the exact and Hartree-Fock gaps shrinks quickly with size: it is 0.09 t0 at six sites, 0.05 t0 at eight and 0.02 t0 at ten, each ring with the boundary condition that includes k = π. At twelve sites it is 0.005 t0 and still falling. The six-site value therefore fixes neither the size nor the sign of the correction in the infinite chain. On rings of 40 to 80 sites, the second-order self-energy built on the Hartree-Fock orbitals lowers the gap by about 0.02 t0, so for the long chain Hartree-Fock probably overestimates the gap slightly.

The numerical check checks the closed forms, the self-consistent solution, the charge threshold and the first-order slope numerically.

Values computed for the example and the checks

```
All energies in units of the mean bare hopping t0
Input: t1 = 1.20, t2 = 0.80, V = 0.50 t0
Bare full width = 4.0000 t0, bare gap = 0.8000 t0
Iteration: step, t1' [t0], t2' [t0], p1, p2, gap [t0]
  0 1.200000 0.800000 0.438664 0.177967 0.800000
  1 1.419332 0.888983 0.446596 0.165700 1.060697
  2 1.423298 0.882850 0.447724 0.163890 1.080896
  3 1.423862 0.881945 0.447887 0.163627 1.083834
  4 1.423944 0.881814 0.447911 0.163589 1.084260
  6 1.423957 0.881792 0.447915 0.163583 1.084330
  8 1.423957 0.881791 0.447915 0.163583 1.084332
Iteration ratio: predicted 0.1448, observed 0.1448
Root r = t2'/t1' = 0.619254, bare ratio = 0.666667
Relative dimerization: bare 0.2000, final 0.2351
Bond orders: p1 = 0.447915, p2 = 0.163583
Sum p1+p2 = 0.611497, difference p1-p2 = 0.284332
Hoppings: t1' = 1.423957 t0, t2' = 0.881791 t0
Full width = 4.6115 t0, factor 1.1529
Single-band width = 1.7636 t0, factor 1.1022
Gap = 1.0843 t0, factor 1.3554
Gap from unrestricted 80-site ring = 1.0843 t0
J = 0.7896 / t0, charge criterion 2VJ = 0.7896
Charge-wave threshold V_c = 0.6736 t0
Charge amplitude at 0.9 V_c: 2.3e-11, at 1.1 V_c: 0.306 electrons
Scan in V: V [t0], width [t0], gap [t0], factors W, gap, 2VJ
 0.1 4.1231 0.8531 1.0308 1.0664 0.1842
 0.2 4.2459 0.9082 1.0615 1.1352 0.3540
 0.3 4.3682 0.9651 1.0920 1.2063 0.5107
 0.4 4.4900 1.0238 1.1225 1.2798 0.6555
 0.5 4.6115 1.0843 1.1529 1.3554 0.7896
 0.6 4.7325 1.1466 1.1831 1.4332 0.9141
Scan in dimerization at V = 0.25 t0, t1+t2 = 2 t0:
 t1-t2 [t0], gap [t0], factors W, gap, p1-p2, its log form, 2VJ
 0.4 0.9364 1.0768 1.1705 0.2728 0.2647 0.4339
 0.2 0.4939 1.0785 1.2347 0.1877 0.1861 0.5257
 0.1 0.2617 1.0792 1.3085 0.1234 0.1231 0.6183
Six-site antiperiodic ring, same t1, t2, V:
 energy: Hartree-Fock -8.4790 t0, exact -8.5986 t0
 gap: bare 0.8000, Hartree-Fock 1.1826, exact 1.2746 t0
 d(gap)/dV at V=0: Fock 0.74314, exact 0.74314
```
